# Child's law for a high-voltage collisionless ion sheath and its corrections

A plasma with an electron temperature of 2 V drives ions through a 400 V sheath onto a substrate. The ions leave the plasma at the Bohm speed, only 5% of the speed they have at the wall. Yet the sheath, measured from the point where the electron density has halved, is 16% thicker than predicted by the law that neglects the entry speed and the electrons. The derivation below gives that law, the condition that fixes its coefficient, and the reason why the correction tends to three times the speed ratio at large voltage (at 400 V it is close to that value for this choice of edge, but not for every choice).

## Model and sign conventions

The sheath is planar and steady, with its edge at $x=0$ and the wall at $x=s$. It contains singly charged positive ions of mass $M$, which neither collide nor are created inside it. SI units are used.

Let $\phi(x)\ge 0$ be the potential drop from the edge to $x$, so that $\phi(0)=0$ and $\phi(s)=V$. The electrostatic potential falls toward the wall, and the field pointing to the wall is therefore

$$E=+\frac{d\phi}{dx}.$$

An ion gains the energy $e\phi$. For entry speed $u_0$, energy conservation gives

$$\tfrac12Mv^2=\tfrac12Mu_0^2+e\phi .$$

Without sources, steady continuity makes the current density $J=\rho v$ independent of $x$. If electrons are absent, $\rho=J/v$ is the whole charge density, and Gauss's law reads

$$\frac{dE}{dx}=\frac{J}{\varepsilon_0v}.$$

Neglecting electrons and entry speed does not yet determine $J$. The field at the edge is also needed. Child's law follows when

$$u_0=0,\qquad E(0)=0 .$$

An ion placed at rest in zero field could remain there. The cold solution is therefore understood as the limit $u_0\to0^+$, in which ions keep entering and $J$ stays finite.

## The current from one ion's motion

Follow an ion as it crosses the sheath. The field it experiences changes at the rate

$$\frac{dE}{dt}=v\frac{dE}{dx}=\frac{J}{\varepsilon_0}.$$

The speed has cancelled: a slow ion sees a steep field gradient but crosses it slowly. Since $dv/dt=eE/M$, the acceleration grows linearly in time. Define

$$a=\frac{eJ}{\varepsilon_0M},$$

which is a rate of change of acceleration. For zero initial speed and field, successive integrations give

$$\frac{dv}{dt}=at,\qquad v=\frac{at^2}{2},\qquad x=\frac{at^3}{6}.$$

Let the ion reach the wall at time $t_s$ with speed $v_s$. Then

$$s=\frac{at_s^3}{6}=\frac{v_st_s}{3},\qquad t_s=\frac{3s}{v_s}.$$

Inserting this time into $a=2v_s/t_s^2$ yields

$$a=\frac{2v_s^3}{9s^2},\qquad J=\frac{\varepsilon_0M}{e}a=\frac{2\varepsilon_0M v_s^3}{9es^2}.$$

Energy conservation gives $v_s=(2eV/M)^{1/2}$, hence

$$v_s^3=\frac{2eV}{M}\left(\frac{2e}{M}\right)^{1/2}V^{1/2}.$$

The factor $M/e$ cancels against the first fraction, leaving

$$\boxed{J_{\rm C}=\frac49\,\varepsilon_0\left(\frac{2e}{M}\right)^{1/2}\frac{V^{3/2}}{s^2}}$$

The spatial profile follows from $v\propto t^2$ and $x\propto t^3$:

$$v=v_s\left(\frac xs\right)^{2/3},\qquad \phi=V\left(\frac xs\right)^{4/3},\qquad E=\frac{4V}{3s}\left(\frac xs\right)^{1/3}.$$

The ion density varies as $x^{-2/3}$. It diverges at the edge, but its integral is finite, so the charge per unit area and the wall field are finite too. The divergence is a consequence of zero entry speed.

For several singly charged species, the cold-ion charge density is

$$\rho=\sum_i\frac{J_i}{v_i}=(2e\phi)^{-1/2}\sum_iJ_iM_i^{1/2}.$$

Poisson's equation is then the single-species equation with $JM^{1/2}$ replaced by the sum. Thus

$$\sum_iJ_iM_i^{1/2}=\frac49\varepsilon_0(2e)^{1/2}\frac{V^{3/2}}{s^2}.$$

The sheath law constrains this weighted sum; the plasma composition must supply the individual currents.

## What the edge field does

Keep $u_0=0$, but let $E(0)=fV/s$ with $0<f<1$. The initial acceleration is $g=eE(0)/M$. Introduce $w=g/(at_s)$, the initial acceleration divided by the acceleration gained during transit. The trajectory gives

$$v_s=gt_s+\frac{at_s^2}{2}=\frac{at_s^2}{2}(1+2w),$$

$$s=\frac{gt_s^2}{2}+\frac{at_s^3}{6}=\frac{at_s^3}{6}(1+3w).$$

Use $E(0)=Mg/e$ and $V=Mv_s^2/(2e)$ to find

$$f=\frac{E(0)s}{V}=\frac{2gs}{v_s^2}=\frac{4w(1+3w)}{3(1+2w)^2}.$$

Since $J$ is proportional to $a$, and the Child current corresponds to $2v_s^3/(9s^2)$,

$$\frac{J}{J_{\rm C}}=\frac{9as^2}{2v_s^3}=\frac{(1+3w)^2}{(1+2w)^3}.$$

The logarithmic derivative of this ratio is

$$\frac{6}{1+3w}-\frac{6}{1+2w}=-\frac{6w}{(1+3w)(1+2w)}<0.$$

Meanwhile $f$ rises from 0 to 1 as $w$ rises from 0 to infinity, because

$$\frac{d\ln f}{dw}=\frac{1+4w}{w(1+3w)(1+2w)}>0.$$

The Child value is therefore the largest current of cold ions at given $V$ and $s$ for non-negative edge field. A negative edge field would turn ions at rest back. For $f=0.25$, 0.50 and 0.75, the current is 0.913, 0.698 and 0.387 of the Child value. As $f\to1$, the field becomes uniform and the current goes to zero: there is no space charge left to bend the potential.

## Restoring the entry speed

Now set $E(0)=0$ but retain $u_0$, still without electrons. Integration gives

$$v_s=u_0+\frac{at_s^2}{2},\qquad s=u_0t_s+\frac{at_s^3}{6}.$$

Replace $at_s^2/2$ by $v_s-u_0$ in the second relation:

$$s=t_s\left[u_0+\frac{v_s-u_0}{3}\right]=\frac{t_s(v_s+2u_0)}{3}.$$

Solving for $t_s$ and using $a=2(v_s-u_0)/t_s^2$ gives

$$J=\frac{2\varepsilon_0M}{9es^2}(v_s-u_0)(v_s+2u_0)^2,\qquad v_s^2=u_0^2+\frac{2eV}{M}.$$

Let $r=u_0/(2eV/M)^{1/2}$. The change of $v_s$ is of order $r^2$, so to first order

$$\frac{J}{J_{\rm C}}=(1-r)(1+2r)^2+O(r^2)=1+3r+O(r^2).$$

The energy correction is quadratic in $r$, and so is the change of density at a given potential once $e\phi\gg Mu_0^2/2$. The linear term comes from the edge, where the entry speed removes the large density of slow ions. At fixed $J$ and $V$ the charge per unit area, $\varepsilon_0E(s)=Jt_s\propto(v_s-u_0)^{1/2}$, falls by the fraction $r/2$, and the weaker field needs more distance to build up the drop. At fixed $J$, the thickness changes by half the relative amount, $3r/2$, because $J$ varies as $s^{-2}$.

## Connecting the sheath to a plasma

Let $T$ be the electron temperature in volts, so $eT$ is the thermal energy, and let $n$ be the plasma density at the sheath edge. Ions are taken to enter at the Bohm speed

$$u_{\rm B}=\left(\frac{eT}{M}\right)^{1/2},\qquad J=enu_{\rm B}.$$

The plasma now sets the current, and Child's law determines the thickness. With $\lambda_{\rm D}^2=\varepsilon_0T/(en)$,

$$s_{\rm C}^2=\frac{4\varepsilon_0}{9en}\left(\frac{2e}{M}\right)^{1/2}\left(\frac{M}{eT}\right)^{1/2}V^{3/2}
=\frac{4\sqrt2}{9}\lambda_{\rm D}^2\left(\frac VT\right)^{3/2}.$$

Taking the square root,

$$s_{\rm C}=\frac{\sqrt2}{3}\lambda_{\rm D}\left(\frac{2V}{T}\right)^{3/4}.$$

At fixed $n$ and $T$, raising $V$ thickens the sheath as $V^{3/4}$ and leaves $J$ unchanged. The three-halves law describes current against voltage at fixed thickness, which is a different comparison.

The example uses round model parameters: $M=32$ u, $T=2$ V, $n=10^{16}\ {\rm m^{-3}}$ and $V=400$ V. The Bohm speed is 2456 m/s, so

$$J=en(2456\ {\rm m/s})=3.93\ {\rm A/m^2}=0.393\ {\rm mA/cm^2}.$$

With $\lambda_{\rm D}=0.1051$ mm and $V/T=200$,

$$s_{\rm C}=\frac{\sqrt2}{3}(400)^{3/4}(0.1051\ {\rm mm})=42.16(0.1051\ {\rm mm})=4.43\ {\rm mm}.$$

The wall field is $4V/(3s_{\rm C})=1.20\times10^5$ V/m. The wall speed is $4.91\times10^4$ m/s, and the transit time $3s_{\rm C}/v_s$ is 0.271 microseconds.

## Restoring electrons

Add Boltzmann electrons, $n_e=n e^{-\chi}$, where $\chi=\phi/T$. Energy conservation gives $v=u_{\rm B}(1+2\chi)^{1/2}$, hence $n_i=n(1+2\chi)^{-1/2}$. Measure distance in Debye lengths and denote its derivative by a prime. Poisson's equation becomes

$$\chi''=(1+2\chi)^{-1/2}-e^{-\chi}.$$

Multiply by $\chi'$ and integrate from the plasma, where $\chi$ and $\chi'$ both approach zero:

$$\frac{(\chi')^2}{2}=\left[(1+2\chi)^{1/2}-1\right]+\left[e^{-\chi}-1\right].$$

Multiplied by $enT$, this is a momentum balance. The left side is $\varepsilon_0E^2/2$. The first bracket is the gain in ion momentum flux; the second is the change in electron pressure, which is negative.

For small $\chi$, the terms through second order cancel and the right side is $\chi^3/3$. Thus $\chi'\simeq(2/3)^{1/2}\chi^{3/2}$, and the distance integral $\int d\chi/\chi'$ diverges at its lower end. In this collisionless, source-free model the point $\chi=0$ lies infinitely far away; in a real plasma, collisions or ionization in the presheath leave a small finite field at the Bohm point. A finite thickness requires a chosen edge $\chi_1>0$; here $V$ remains the drop measured from $\chi=0$, where the ions have the Bohm speed. At $n_e=n/2$ they already move 1.54 times as fast.

For large $\chi$, put $S=(2\chi)^{1/2}$. Since $(1+2\chi)^{1/2}=S+1/(2S)+O(S^{-3})$,

$$\frac1{\chi'}=(2S)^{-1/2}\left[1-\frac2S+O(S^{-2})\right]^{-1/2}
=(2S)^{-1/2}\left[1+\frac1S+O(S^{-2})\right].$$

In terms of $\chi$, the first two terms are $2^{-3/4}\chi^{-1/4}$ and $2^{-5/4}\chi^{-3/4}$. Integrating to $\eta=V/T$ gives

$$\frac{s}{\lambda_{\rm D}}=\frac{2^{5/4}}3\eta^{3/4}+2^{3/4}\eta^{1/4}+C+O(\eta^{-1/4}),$$

where $C$ depends on the chosen edge. The first term is the Child thickness. Division by it gives

$$\frac{s}{s_{\rm C}}=1+\frac3{\sqrt2}\left(\frac TV\right)^{1/2}+O\!\left[\left(\frac TV\right)^{3/4}\right].$$

Because $r=(T/2V)^{1/2}$, the first correction equals $3r$. A 5% speed ratio thus predicts a 15% increase in thickness, close to the 16% quoted in the opening. How close the estimate comes at a given voltage depends on the chosen edge, through $C$: with the edge at $n_e=n/10$, the increase at 400 V is only 9.6%.

The coefficient 2 in $S-2$ consists of one unit from the initial ion momentum and one from the electron pressure. Removing the electrons changes it to 1 and halves the first correction, in agreement with the change $3r/2$ found above for entry speed alone. The two neglected effects therefore contribute equally at this order.

This separation was tested by comparing thicknesses at $V/T=10^4$ and $1.6\times10^5$. Taking their difference removes $C$. After subtraction of the Child part, the result was divided by the predicted difference of the $\eta^{1/4}$ term. It was 1.0044 with both effects and 0.5004 with entry speed alone.

## Reading the corrected thickness

At 400 V, Bohm entry without electrons gives 4.76 mm, an increase of 7.4% over $s_{\rm C}$. With electrons and the edge at $n_e=n/2$, the thickness is 5.14 mm, an increase of 16%. Moving the edge to $n_e=n/10$ gives 4.86 mm. The difference between these definitions is about 2.7 Debye lengths, so a reported thickness needs its edge criterion.

For the edge at $n_e=n/2$, the approach to Child's law at $T=2$ V is as follows.

| $V$ (V) | $s/s_{\rm C}$ | First-order estimate |
|---:|---:|---:|
| 100 | 1.317 | 1.300 |
| 400 | 1.160 | 1.150 |
| 1600 | 1.080 | 1.075 |
| 6400 | 1.039 | 1.038 |
| 25600 | 1.0195 | 1.0188 |

For this edge each fourfold increase in voltage roughly halves the excess, as the square-root correction predicts, because $C$ is small (about 0.84) and partly cancelled by the next term. With the edge at $n_e=n/10$ the excess is 13%, 9.6% and 5.7% at 100, 400 and 1600 V, and the halving sets in only at higher voltage. High voltage means large $V/T$, and the approach is slow.

The error is larger when a known thickness is used to infer current. Putting 5.14 mm and 400 V into Child's law gives

$$3.93\left(\frac{4.43}{5.14}\right)^2\ {\rm A/m^2}\simeq2.9\ {\rm A/m^2},$$

about 26% below the current in the model with electrons. Squaring the thickness has amplified the discrepancy.

## Numerical use and limits

A grid solver must handle the singular cold-ion density at the edge. The mapping $x=sq^3$, with uniform steps in $q$, does so: $\rho\,dx\propto x^{-2/3}dx$ becomes a constant times $dq$. One can start from a linear potential, calculate $1/v$, integrate twice with $E(0)=0$, and choose $J$ to recover the drop $V$. Repeating these steps yields the current without inserting Child's law.

The iteration has a simple convergence property for power-law profiles. If $\phi\propto x^p$ with $p<2$, the charge density varies as $x^{-p/2}$ and the next potential as $x^{2-p/2}$. Therefore

$$p_{\rm new}-\frac43=-\frac12\left(p-\frac43\right).$$

The exponent error changes sign and halves at each pass. In three cases with different voltages, thicknesses and masses, the converged currents agreed with Child's law to a relative error of at most $1.6\times10^{-8}$. The three cases reduce to one dimensionless problem, so they test the scaling with $V$, $s$ and $M$ and the coefficient $4/9$ once. This measures numerical agreement within the cold-ion model, not the accuracy of that model for a plasma.

Collisions set a separate limit. For gas temperature $T_g$ and a constant ion-gas cross section $\sigma$, the mean free path is $k_{\rm B}T_g/(p_g\sigma)$, where $p_g$ is the gas pressure. It equals the Child thickness at

$$p_g=\frac{k_{\rm B}T_g}{\sigma s_{\rm C}}.$$

The chosen values $\sigma=5\times10^{-19}\ {\rm m^2}$ and $T_g=400$ K give about 2.5 Pa. At this pressure only a fraction $e^{-1}$, or 37%, of ions would cross without a collision. The collisionless law needs a pressure well below this value, and the limit becomes stricter as the sheath thickens. As a rough measure, a fluid model with ion friction force $Mv^2$ divided by the mean free path lowers the 5.14 mm thickness by about 1% at 0.25 Pa and about 7% at 2.5 Pa.

The derivation also assumes a steady voltage and edge. If the voltage changes appreciably during the transit, which takes 0.271 microseconds in the Child solution, an ion does not experience one fixed potential profile. In a radio-frequency sheath, electrons may also repeatedly enter part of the ion region, adding negative charge to the time average. Replacing $V$ by its average does not restore the missing electron charge, so the coefficient $4/9$ cannot be assumed to carry over. At drops of only a few times $T$, the expansion parameter $(T/V)^{1/2}$ is not small, and the equation with electrons should be integrated directly. The numerical output lists the values for the example.

## Computed results

```
ion mass: 32 u
electron temperature: 2.0 V
plasma density at edge: 1.0e+16 m^-3
sheath drop V: 400 V
V/T: 200
Bohm speed: 2455.7 m/s
Debye length: 0.1051 mm
ion current density: 3.9344 A/m^2
same current density: 0.3934 mA/cm^2
Child thickness: 4.4327 mm
Child thickness / Debye length: 42.164
ion speed at wall (Child): 4.9113e+04 m/s
entry speed / wall speed: 0.0500
wall field (Child): 1.2032e+05 V/m
transit time (Child): 0.2708 microseconds
grid current density: 3.9344 A/m^2
largest relative error, three Child cases: 1.6e-08
grid drop at half thickness / V: 0.3969
edge field 0.25 V/s: J/J_Child = 0.9134
edge field 0.50 V/s: J/J_Child = 0.6976
edge field 0.75 V/s: J/J_Child = 0.3873
Bohm entry, same V and s: J/J_Child = 1.1536
thickness, Bohm entry, no electrons: 4.7611 mm
thickness, electrons, edge at n_e=n/2: 5.1430 mm
thickness, electrons, edge at n_e=n/10: 4.8566 mm
first-correction share, ions and electrons: 1.0044
first-correction share, ion entry speed only: 0.5004
thickness/Child thickness, edge at n_e=n/2; first-order estimate:
  V = 100 V: 1.3166; 1.3000
  V = 400 V: 1.1602; 1.1500
  V = 1600 V: 1.0796; 1.0750
  V = 6400 V: 1.0394; 1.0375
  V = 25600 V: 1.0195; 1.0188
chosen ion-gas cross section: 5.0e-19 m^2
chosen gas temperature: 400 K
pressure where mean free path = Child s: 2.492 Pa
```
